# Why a hydrogenic donor binds a second electron: Chandrasekhar's trial function

**Question**

I am working on an exercise about a shallow donor that has captured a second electron (the D⁻ centre). The donor is hydrogenic with an effective Rydberg of 26 meV. I put both electrons into the same 1s orbital, optimized the exponent as one does for helium, and found that the second electron is not bound. The exercise says that Chandrasekhar's function

$$\Psi=e^{-ar_1-br_2}+e^{-br_1-ar_2}$$

binds it by about 0.7 meV. How do I show this? Is it the two different exponents that matter, or the symmetrization? And does my first result mean anything, if the state exists after all?

**Answer**

Your first result is correct, but it is a statement about the trial function and not about the donor. Of the two ingredients, unequal exponents alone do not bind the electron; the symmetrization is needed as well.

**Model and threshold**

Take one parabolic, isotropic conduction-band valley of mass $m$ (in free-electron masses), static screening with relative permittivity $\varepsilon$, and a point donor of charge $+1$. Lengths are in units of $a^*=\varepsilon a_0/m$ and energies in effective hartrees, each equal to two effective Rydbergs, here $2\times26=52$ meV. Then

$$H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac1{r_1}-\frac1{r_2}+\frac1{r_{12}} .$$

This is the hydrogen negative ion with rescaled units. The function $\Psi$ is symmetric in the electrons, so it belongs to the spin singlet.

If one electron is removed to rest at the band edge, what remains is a neutral donor with energy $-\tfrac12$. The continuum of $H$ starts there. The variational principle puts the lowest energy at or below any trial energy, which has two consequences:

- A trial energy below $-\tfrac12$ proves that a bound state exists. Since the threshold is known exactly, the binding found is a lower bound to the true binding of this model.
- A trial energy above $-\tfrac12$ proves nothing about the true state.

**The integrals**

Use normalized orbitals $\varphi_a=\sqrt{a^3/\pi}\,e^{-ar}$ and write $p=a+b$. From $\int_0^\infty r^2e^{-pr}dr=2/p^3$ and $\int_0^\infty re^{-pr}dr=1/p^2$,

$$S=\langle\varphi_a|\varphi_b\rangle=\frac{8(ab)^{3/2}}{p^3},\qquad
\langle\varphi_a|\tfrac1r|\varphi_b\rangle=\frac{4(ab)^{3/2}}{p^2}=\frac{Sp}{2}.$$

Integrating the kinetic energy by parts gives

$$\langle\varphi_a|{-\tfrac12\nabla^2}|\varphi_b\rangle=\tfrac12\int\nabla\varphi_a\cdot\nabla\varphi_b\,d^3r=\frac{abS}{2}.$$

Setting $b=a$ gives the diagonal values $a^2/2$ and $a$.

For the direct repulsion, the charge density $\varphi_b^2$ produces the potential

$$V_b(r)=\frac1r-e^{-2br}\left(\frac1r+b\right).$$

To verify this, note that $(rV_b)''=-4b^3re^{-2br}$, which is Poisson's equation $(rV_b)''=-4\pi r\varphi_b^2$, while $rV_b$ goes to 0 at the origin and to 1 at infinity. Averaging over $\varphi_a^2$,

$$J=4a^3\int_0^\infty r^2e^{-2ar}V_b\,dr
=4a^3\left[\frac1{4a^2}-\frac1{4p^2}-\frac{2b}{8p^3}\right]
=a-\frac{a^3}{p^2}-\frac{a^3b}{p^3}.$$

Over the common denominator the numerator is $a(p^3-a^2p-a^2b)=ab(a^2+3ab+b^2)$, so

$$J=\frac{ab(a^2+3ab+b^2)}{p^3},\qquad J(a,a)=\frac{5a}{8}.$$

The exchange repulsion needs no new integral. The product $\varphi_a\varphi_b$ equals $S$ times a normalized 1s density with exponent $p/2$, so its self-repulsion is

$$K=S^2\cdot\frac58\cdot\frac p2=\frac{5S^2p}{16}.$$

**Equal exponents**

With both electrons in $\varphi_a$, the kinetic energy is $2\times a^2/2$, the attraction $-2a$ and the repulsion $5a/8$:

$$E=a^2-\frac{11}{8}a .$$

The minimum is at $a=\tfrac{11}{16}=0.6875$, where

$$E=-\frac{121}{256}=-0.47266>-\frac12 .$$

This lies $7/256$ hartree above threshold, or $0.02734\times52=1.42$ meV. The function forces both electrons to have the same radial extent. It cannot describe a nearly undisturbed neutral donor with a distant second electron.

**Unequal exponents without symmetrization**

Now try the single product $\varphi_a(1)\varphi_b(2)$. It lacks the exchange symmetry of a two-electron state, but its mean energy shows what unequal exponents achieve alone. That energy is

$$D=\frac{a^2+b^2}{2}-(a+b)+J .$$

Label the orbitals so that $b=ax$ with $0<x\le1$. The terms linear in $a$ contain

$$x-\frac{x(1+3x+x^2)}{(1+x)^3}=\frac{x\left[(1+x)^3-1-3x-x^2\right]}{(1+x)^3}=\frac{x^3(2+x)}{(1+x)^3}\equiv g,$$

so that

$$D=\frac{a^2(1+x^2)}{2}-a(1+g),\qquad
\min_aD=-\frac{(1+g)^2}{2(1+x^2)} .$$

Binding would require $(1+g)^2>1+x^2$, that is, $2g+g^2>x^2$. Write $g=x^2h$. With $y=1+x$,

$$h=\frac{x(2+x)}{(1+x)^3}=\frac{y^2-1}{y^3}=\frac1y-\frac1{y^3},$$

which is largest at $y=\sqrt3$, where $h=2/(3\sqrt3)=0.3849$. Hence, using $x\le1$,

$$2g+g^2=x^2(2h+h^2x^2)\le x^2(0.770+0.148)<x^2 .$$

The simple product therefore stays above threshold for every ratio of exponents. It approaches $-\tfrac12$ only as $x\to0$, when the second electron has left.

**The symmetrized function**

Apart from a constant factor, Chandrasekhar's function is $\varphi_a(1)\varphi_b(2)+\varphi_b(1)\varphi_a(2)$. Its norm is $2(1+S^2)$. The two direct terms of the energy give $2D$, and the two cross terms give $2X$, where

$$X=\langle\varphi_a\varphi_b|H|\varphi_b\varphi_a\rangle
=2S\,\frac{abS}{2}-2S\,\frac{Sp}{2}+\frac{5S^2p}{16}
=S^2\left(ab-\frac{11}{16}p\right).$$

In each one-electron term, one factor $S$ comes from the electron on which the operator does not act. The energy is

$$E=\frac{D+X}{1+S^2}.$$

For $b=a$ we have $S=1$ and $X=D=a^2-11a/8$, so the equal-exponent result returns.

The minimization reduces to one variable. With $b=ax$ and $c=S^2=64x^3/(1+x)^6$,

$$E=a^2T-aV,\quad
T=\frac{\tfrac12(1+x^2)+cx}{1+c},\quad
V=\frac{1+g+\tfrac{11}{16}c(1+x)}{1+c}.$$

For fixed $x$ the best scale is $a=V/(2T)$, with $E=-V^2/(4T)$. It remains to search over $x$ numerically. The optimum is

$$a=1.0392,\qquad b=0.2832 .$$

Insert these values. Here $p=1.3224$, $ab=0.2943$ and $J=0.2600$, so

$$D=0.5801-1.3224+0.2600=-0.4823,$$

$$S^2=0.3051,\qquad \frac{X}{S^2}=0.2943-\frac{11}{16}(1.3224)=-0.6149,\qquad X=-0.1876,$$

$$E=\frac{-0.4823-0.1876}{1.3051}=-0.5133 .$$

The more precise value is $-0.51330$, so the binding is

$$0.01330\times52\ \text{meV}=0.69\ \text{meV}.$$

As a consistency check, the kinetic and potential energies are $0.51330$ and $-1.02661$. Their ratio is $-2$ to the digits shown, as the virial theorem requires at the best scale.

**What the symmetrization does**

The energy can be read as a weighted average,

$$E=\frac{1\cdot D+S^2\cdot(X/S^2)}{1+S^2},$$

of a direct energy $-0.4823$, above threshold, and an interference energy $-0.6149$, below it. With the exponents held at their optimum, the average falls below $-\tfrac12$ once the weight $S^2$ exceeds

$$\frac{0.5-0.4823}{0.6149-0.5}=0.15 .$$

The actual weight is 0.31. At these fixed exponents, symmetrization lowers the energy by 1.61 meV, more than twice the final binding.

Within this family of functions, unequal exponents and overlap must therefore coexist. (This is not the only route to binding: equal exponents with a correlation factor, $e^{-a(r_1+r_2)}(1+cr_{12})$, give $-0.5088$, also below threshold.) If $b\to a$, the overlap is complete but the electrons have the same size. If $b\to0$, the overlap vanishes. For $a=1$ and small $b$, $D\approx-\tfrac12+\tfrac12b^2-2b^3$, and the interference contributes $S^2(X/S^2-D)\approx64b^3(-\tfrac{11}{16}+\tfrac12)=-12b^3$. Thus

$$E\approx-\frac12+\frac{b^2}{2}-14b^3 .$$

For a sufficiently diffuse outer orbital the kinetic cost wins and the trial energy is above threshold. The gain is of higher order in $b$, so it needs a finite $b$. This expansion explains the competition, but it is not accurate at $b=0.28$.

**Size of the state**

With $\varepsilon=11.7$, a Rydberg of 26 meV implies $m=0.2616$ and $a^*=2.367$ nm. The mean radius of a 1s orbital with exponent $b$ is $4b^3\int_0^\infty r^3e^{-2br}dr=3/(2b)$. The outer orbital thus has mean radius

$$\frac{1.5}{0.2832}\times2.367\ \text{nm}=12.5\ \text{nm}\quad(125\ \text{Å}),$$

and the inner one 3.4 nm. These are radii of the orbitals in the trial function; the electrons themselves cannot be labelled inner and outer.

**How good is 0.69 meV?**

It is a lower bound within the model, and a rather loose one. Two larger variational calculations show what is missing:

- An expansion in many s orbitals, which depends on $r_1$ and $r_2$ but not on the angle between them, gives about $-0.5145$ hartree, or 0.75 meV of binding.
- An expansion that also contains $r_{12}$ gives $-0.5277$ hartree, or 1.44 meV.

Chandrasekhar's two-exponent function therefore recovers about half of the correlated binding, although its total energy is within 3% of the correlated one. Of the energy it misses relative to the correlated calculation, 92% lies beyond the s-wave expansion. That part is angular correlation: the electrons tend to stay on opposite sides of the donor.

**Comparison with a real donor**

The parameters are roughly those of shallow donors in silicon, but the isotropic point-charge model is a strong simplification there.

*Anisotropic mass.* Silicon has rough transverse and longitudinal masses of 0.19 and 0.92. Let the trial function depend on $z'=z/\kappa$ instead of $z$, with the same $\kappa$ for both electrons. For a function that is spherically symmetric overall in the new coordinates, the direction averages multiply the kinetic energy by $\tau$ and every Coulomb term by $\gamma$:

$$\tau=\frac13\left(\frac2{m_t}+\frac1{m_l\kappa^2}\right),\qquad
\gamma=\int_0^1\frac{dc}{\sqrt{1-(1-\kappa^2)c^2}}=\frac{\arcsin\sqrt{1-\kappa^2}}{\sqrt{1-\kappa^2}} .$$

After the length scale is optimized, all energies are proportional to $\gamma^2/\tau$. The best value, $\kappa=0.573$, gives a donor depth of 29.6 meV and scales the second electron's binding to 0.79 meV. The neutral-donor energy is now itself variational, so 0.79 meV is an estimate and no longer a lower bound. A more flexible one-electron function makes the neutral donor about 0.04 meV deeper. Measured against that deeper threshold, the same two-electron energy gives 0.75 meV, which is a floor. The added flexibility lowers D⁻ as well: with the improved orbital shape used in both systems the binding stays near 0.79 meV.

*Central cell.* A real donor in silicon is about 45 meV deep (a rough figure), some 15 meV more than this. Represent the difference by a contact attraction $-U\delta(\mathbf r)$. In first order it lowers the neutral donor by $U/\pi$ and D⁻ by $Un(0)$, where $n(0)$ is the two-electron density at the donor. The binding of the second electron changes by

$$U\left[n(0)-\frac1\pi\right]=\frac U\pi\,[\pi n(0)-1]\approx15\times0.03\ \text{meV},$$

that is, a few tenths of a meV. The density at the donor converges more slowly than the energy: the computed $\pi n(0)=1.028$ rises to about 1.035 in a larger basis, which moves the first-order change from about 0.4 to about 0.5 meV. Most of the shift cancels because the neutral donor gains nearly as much as D⁻. A 15 meV shift is not small compared with the donor depth, so first order gives an order of magnitude only. To go beyond first order, replace the contact term by a Gaussian well $-V_0e^{-r^2/w^2}$ with $w$ between 0.1 and 0.2 $a^*$. Start from an isotropic donor with an effective Rydberg of 29.6 meV and adjust $V_0$ to the full 45 meV depth. Solving the two-electron problem then gives a rise in binding of roughly 0.8 to 1.0 meV, about one and a half times the first-order value for the same wells (0.5 to 0.6 meV). The result depends on the width of the well and on the starting Rydberg: with 26 meV instead, the rise is 1.1 to 1.4 meV. The several equivalent valleys of silicon and their mixing at the donor are also left out, and I have not estimated their effect.

*Temperature, field and doping.* These set the conditions under which an isolated D⁻ state is a useful picture:

- $k_BT$ is 0.36 meV at 4.2 K and equals the 0.69 meV binding at 8.0 K. At 300 K it is 25.9 meV, 37 times the binding. The actual occupation also depends on the electron and donor densities.
- A field of about $5.5\times10^{-4}$ MV/cm drops the binding energy over the mean radius of the outer orbital. This is a scale for strong disturbance; tunnelling out is possible in weaker fields too.
- At about $1.2\times10^{17}$ cm⁻³, the sphere available to each donor has the radius of the outer orbital. Because the orbital extends beyond its mean radius, overlap matters already at lower densities.

For your exercise, the proof is complete once you have $-0.5133<-\tfrac12$. For a real donor, 0.7 meV should be read as the result of this trial function in an idealized model; angular correlation alone roughly doubles it. The main values are collected in the numerical output below.

## Calculated quantities

```
INPUTS (silicon-like, rough)
effective Rydberg            26.0 meV
effective hartree            52.0 meV
relative permittivity        11.7
implied mass                 0.2616 m0
effective Bohr radius        2.367 nm
EQUAL EXPONENTS
best exponent                0.6875 1/a*
energy                       -0.47266 hartree*
energy                       -24.578 meV
threshold                    -26.000 meV
height above threshold       1.422 meV
largest g/x^2, product only  0.3849
SYMMETRIZED UNEQUAL EXPONENTS
a                            1.0392 1/a*
b                            0.2832 1/a*
squared overlap S^2          0.3051
direct energy                -0.48232 hartree*
cross term                   -0.18758 hartree*
cross term / S^2             -0.61485 hartree*
kinetic energy               0.51330 hartree*
potential energy             -1.02661 hartree*
total energy                 -0.51330 hartree*
total energy                 -26.692 meV
binding of second electron   0.01330 hartree*
binding of second electron   0.692 meV
gain from symmetrization     1.611 meV
inner orbital mean radius    3.42 nm
outer orbital mean radius    12.54 nm
outer orbital mean radius    125 angstrom
WHAT THE TRIAL FUNCTION LACKS
s-wave expansion energy      -0.51448 hartree*
s-wave binding               0.753 meV
correlated energy            -0.5277 hartree*
correlated binding           1.44 meV
angular share of the rest    92 %
WHAT THE MODEL NEGLECTS
rough masses mt, ml          0.19, 0.92 m0
best squeeze kappa           0.573
anisotropic donor depth      29.6 meV
binding, anisotropic mass    0.79 meV
rough real donor depth       45 meV
central-cell shift           15 meV
pi n(0), correlated          1.028
first-order binding change   0.4 meV
kT at 4.2 K                  0.36 meV
kT at 300 K                  25.9 meV
temperature with kT=binding  8.0 K
field scale for detachment   5.5e-04 MV/cm
donor density at contact     1.2e+17 cm^-3
```
